# Solute layer ahead of a planar freezing front in laser annealing

## 1. Definitions and conventions

A flat solidification front moves at constant speed $v>0$ into a melt. The coordinate $x$ is measured from the front into the melt and moves with it, so the solid lies at $x<0$. The solute concentration in the melt, in atoms per volume, is $c(x,t)$, and $c\to c_0$ far from the front. The solid forming at time $t$ has concentration $c_S(t)$. The partition coefficient is

$$k=\frac{c_S}{c(0,t)},\qquad 0<k<1 ,$$

taken at the actual speed of the front; it need not be the equilibrium value. Two abbreviations are useful:

$$p=\frac vD,\qquad \delta=\frac1p=\frac Dv ,$$

where $D$ is the solute diffusivity in the melt. The thickness already frozen is $X=vt$.

The basic model takes $D$ and $k$ constant, the solute dilute, the melt free of convection, the solid and liquid equally dense, and diffusion in the solid negligible. The melt is first taken as infinitely deep.

The numbers refer to nanosecond laser melt annealing of an implanted semiconductor surface. They are round values, only roughly typical: $D=10^{-4}$ cm²/s, $v=2$ m/s, $c_0=10^{19}$ cm⁻³, and $k=0.30$, which section 6 obtains from a trapping model.

## 2. The simple case: a steady front

Seen from the front, the melt flows towards it with velocity $-v$. The solute flux in the $+x$ direction is therefore diffusion plus this flow:

$$J=-D\,\partial_x c-v\,c .$$

Conservation, $\partial_t c=-\partial_x J$, gives

$$\partial_t c=D\,\partial_x^2c+v\,\partial_x c. \tag{1}$$

In the same frame the solid carries solute away with flux $-v c_S$. No solute is stored in the front itself, so the fluxes on its two sides are equal:

$$-D\,\partial_xc(0)-v\,c(0)=-v\,c_S .$$

With $c_S=k\,c(0)$ this becomes

$$-D\,\partial_xc(0)=v(1-k)\,c(0). \tag{2}$$

The right side is the solute rejected by the solid; the left side is the diffusion that carries it off. Since $k<1$, the gradient at the front is negative.

In a steady state $J$ does not depend on $x$. The general solution of $Dc''+vc'=0$ is $A+Be^{-px}$, and the far condition fixes $A=c_0$. Put into (2), this gives

$$DpB=v(1-k)(c_0+B).$$

Because $Dp=v$, the factor $v$ cancels and $B=(1-k)c_0+(1-k)B$, or $kB=(1-k)c_0$. Hence

$$c(x)=c_0\left[1+\frac{1-k}{k}\,e^{-vx/D}\right],\qquad c(0)=\frac{c_0}{k}. \tag{3}$$

The interface value also follows without solving for the profile. The flux is $-vc_0$ far away and $-vc_S$ in the solid, so a steady state requires $c_S=c_0$. The liquid touching the solid must then hold $c_0/k$. Rejected solute accumulates until the enriched liquid feeds the solid at the rate at which fresh melt brings solute in. Rejection then continues, but diffusion carries the rejected solute off as fast as the flow returns it.

**Limits.** As $k\to1$ the layer vanishes, as it must when nothing is rejected. At fixed $k$, a change of speed alters the width of the layer but not its height. As $v\to0$ the width diverges, so a steady layer no longer fits into any real melt. If $v$ were negative (melting), the exponential would grow into the liquid and no such layer could exist.

**Numbers.** In suitable units $D=10$ nm²/ns and $v=2$ nm/ns, so

$$\delta=\frac{10}{2}=5.0\ \text{nm},\qquad \frac{c_0}{k}=\frac{10^{19}}{0.30}=3.33\times10^{19}\ \text{cm}^{-3}.$$

At $x=5$, 10 and 20 nm the concentration has fallen to $1.86$, $1.32$ and $1.04\times10^{19}$ cm⁻³.

**Test from a uniform melt.** A melt 300 nm deep, initially at $c_0$ throughout, was frozen numerically to $X=200$ nm. The calculation used (1), the interface balance (2) and a closed free surface, but not the solution (3). Within 50 nm of the front the final profile agreed with (3) to $1\times10^{-4}$ of the local concentration, and its fitted decay length was 5.00 nm. The steady profile is thus actually reached from this start. How soon is the next question.

## 3. How much solute the layer holds

The excess solute per area in the steady layer is

$$N=\int_0^\infty (c-c_0)\,dx=\frac{1-k}{k}\,c_0\,\frac Dv . \tag{4}$$

It must come from somewhere. For a melt that starts uniform, integrate (1) over the liquid:

$$\frac{d}{dt}\int_0^\infty(c-c_0)\,dx=J(0)-J(\infty)=v\,(c_0-c_S).$$

Integrating over time with $dX=v\,dt$,

$$\int_0^\infty(c-c_0)\,dx=\int_0^{X}(c_0-c_S)\,dX' . \tag{5}$$

The layer is made of the solute missing from the solid frozen first. That solid starts at $kc_0=3.0\times10^{18}$ cm⁻³, because the first liquid to freeze is still at $c_0$.

For the example,

$$N=2.333\times10^{19}\ \text{cm}^{-3}\times5.0\times10^{-7}\ \text{cm}=1.17\times10^{13}\ \text{cm}^{-2}.$$

The deficit summed over the numerically frozen solid is $1.166\times10^{13}$ cm⁻², against $1.167\times10^{13}$ cm⁻² from (4).

Equation (5) also limits how fast the layer can form. Since $c_S$ cannot be negative, each nanometre of solid gives up at most $c_0$ times one nanometre. At least $N/c_0=11.7$ nm must freeze before the layer can hold $N$. The diffusion time $D/v^2=2.5$ ns, during which 5 nm freezes, is therefore too short.

## 4. Generalization: the approach to the steady state

Let $u$ be the difference between the actual and the steady profile. Equations (1) and (2) are linear, so $u$ obeys (1) with

$$\partial_xu(0)=-(1-k)p\,u(0),\qquad u\to0\ \text{far away}.$$

Try $u=e^{-qx-st}$. The boundary condition and equation (1) give in turn

$$q=(1-k)p,\qquad s=vq-Dq^2 .$$

Substituting the first into the second,

$$s=\frac{v^2}{D}\left[(1-k)-(1-k)^2\right]=k(1-k)\frac{v^2}{D}. \tag{6}$$

To see when this mode governs the approach, remove the flow term by writing $u=e^{-px/2}w$. Then

$$\partial_xu=e^{-px/2}\left(w'-\tfrac p2w\right),\qquad \partial_x^2u=e^{-px/2}\left(w''-pw'+\tfrac{p^2}{4}w\right).$$

In (1) the terms in $w'$ cancel because $Dp=v$, leaving

$$\partial_tw=D\,w''-\frac{v^2}{4D}\,w,\qquad w'(0)=-\left(\tfrac12-k\right)p\,w(0).$$

This is a self-adjoint problem on a half-line. Waves of wave number $\kappa$ decay at the rates $v^2/4D+D\kappa^2$, a continuum beginning at $v^2/4D$. The mode found above is $w=e^{-(1/2-k)px}$. It is normalizable if $k<1/2$, and then it is a separate mode below the continuum, since

$$\frac{v^2}{4D}-k(1-k)\frac{v^2}{D}=\left(\tfrac12-k\right)^2\frac{v^2}{D}>0 .$$

For $k>1/2$ there is no separate mode, and (6) does not give the rate of approach.

For $k<1/2$ the amplitude follows by projection. The scalar product of $w$ functions, written for $u$, carries the weight $e^{px}$. The initial deviation of a uniform melt is $u_0=-Be^{-px}$, so the coefficient of $e^{-qx}$ is

$$a=\frac{\int_0^\infty e^{px}\,(-Be^{-px})\,e^{-qx}dx}{\int_0^\infty e^{px}e^{-2qx}dx}=-B\,\frac{1/q}{1/(2q-p)}=-B\,\frac{1-2k}{1-k}.$$

With $B=(1-k)c_0/k$ this is $a=-(1-2k)c_0/k$. Multiplying by $k$ to pass to the solid, and using $st=k(1-k)vX/D$, at large $X$

$$c_S\simeq c_0\left[1-(1-2k)\,e^{-k(1-k)vX/D}\right]. \tag{7}$$

The neglected continuum falls faster, but its advantage is small when $k$ is close to $1/2$.

**Limit of small $k$.** The layer then has time to keep its steady shape while it slowly fills. Once the interface liquid is much richer than $c_0$, the content of the layer is nearly $(c_S/k)D/v$, and differentiating (5) gives

$$\frac{D}{kv}\frac{dc_S}{dX}=c_0-c_S .$$

The relaxation length is $D/(kv)$, which is what (7) gives when $1-k\to1$.

**Numbers and test.** For $k=0.30$ the relaxation length is

$$\frac{D}{k(1-k)v}=\frac{5.0}{0.21}=23.8\ \text{nm},$$

nearly five times the width of the layer, and the relaxation time is 11.9 ns. The local rate between $X=80$ and 140 nm in the numerical freezing corresponds to 23.6 nm. A second run with $k=0.15$ gave 39.2 nm, as does the formula.

The remaining gap $1-c_S/c_0$ at 140 nm is a sharper test of the amplitude. For $k=0.15$, (7) gives 0.01971 and the calculation 0.01977. For $k=0.30$ the values are $1.12\times10^{-3}$ and $1.15\times10^{-3}$, a difference of about 2.5% of the gap. Part of this is discretization error: with 1200 cells instead of 3000 the calculated gap was $1.17\times10^{-3}$. The exact solution of (1) and (2) for a deep melt, by Laplace transform, gives $1.134\times10^{-3}$, so about 1.4% is the neglected continuum and about 1% is numerical. For $k=0.15$ it gives 0.01971, and the small difference there is numerical.

## 5. Generalization: a melt of finite depth

A laser-melted layer ends at a free surface through which, in this model, no solute leaves. Let the melt be 150 nm deep. It freezes from the bottom upwards in $150/2=75$ ns.

Equation (7) predicts that the solid reaches 99% of $c_0$ at

$$X=23.8\ \text{nm}\times\ln\frac{0.40}{0.01}=88\ \text{nm}.$$

The calculation for the finite melt gives 88.8 nm on its mesh of 600 cells; the converged value is 88.6 nm. More than half the melt depth is used up before the solid is within 1% of its steady value. At half depth $c_S/c_0$ is 0.982.

Near the surface the layer has nowhere to go. The calculated $c_S/c_0$ is 1.00 at 20 nm below the surface, 1.03 at 10 nm, 1.22 at 5 nm and 1.92 at 2 nm. The top 10 nm receives $2.16\times10^{13}$ cm⁻², against $1.00\times10^{13}$ cm⁻² for a uniform concentration $c_0$. The excess, $1.16\times10^{13}$ cm⁻², is almost the whole layer content $N$. Freezing has moved about 8% of the total dose of $1.5\times10^{14}$ cm⁻² from the bottom of the melt to its surface.

**Limit of the last liquid.** When the remaining depth $\ell$ is much smaller than $\delta$, diffusion keeps the liquid uniform at a concentration $c$. Freezing a thickness $-d\ell$ removes $-kc\,d\ell$ of solute, so

$$d(\ell c)=kc\,d\ell\quad\Rightarrow\quad \ell\,dc=-(1-k)c\,d\ell\quad\Rightarrow\quad c\propto\ell^{-(1-k)} .$$

The model therefore diverges at the surface, though the dose stays finite because $1-k<1$. Between 5 and 2 nm this law would raise $c_S$ by $2.5^{0.7}=1.9$, while the calculated ratio is $1.92/1.22=1.6$: a depth of 5 nm equals $\delta$ and is not yet in the limit. The divergence itself is not physical. At 0.3 nm, about an atomic spacing, the law continued from 2 nm gives a liquid with about $2.4\times10^{20}$ cm⁻³, about 10% above the $2.2\times10^{20}$ cm⁻³ of the full solution, because 2 nm is not quite in the limit either. Both are still dilute beside $5\times10^{22}$ atoms/cm³; closer than that, the continuum description fails.

## 6. Generalization: a partition coefficient that depends on speed

A fast front can bury solute atoms before they escape into the liquid. A simple model lets the edge of the solid exchange solute with the liquid at a characteristic speed $v_d$, driving $c_S$ towards $k_ec(0)$, where $k_e$ is the equilibrium partition coefficient. The solute rejected by the moving front must equal the amount that escapes:

$$v\,[c(0)-c_S]=v_d\,[c_S-k_ec(0)].$$

Collecting terms, $(v+v_d)c_S=(v+k_ev_d)c(0)$, and therefore

$$k(v)=\frac{k_e+v/v_d}{1+v/v_d}. \tag{8}$$

A slow front has $k\to k_e$; a very fast one has $k\to1$ and leaves no layer. With $k_e=0.02$ and $v_d=5$ m/s,

$$k=\frac{0.02+0.40}{1.40}=0.30\quad\text{at } v=2\ \text{m/s}.$$

The height of the layer now depends on speed as well. At 1.5 m/s, $k=0.246$, the interface liquid holds $4.06\times10^{19}$ cm⁻³ and $\delta=6.67$ nm. At 2.5 m/s the values are 0.347, $2.88\times10^{19}$ cm⁻³ and 4.00 nm. Each speed has its own steady state, with $D$, $c_0$, $k_e$ and $v_d$ held fixed. Using $k_e$ in place of $k$ at 2 m/s would give $5.0\times10^{20}$ cm⁻³, fifteen times too much within this model.

## 7. Does the front stay flat?

Displace the front to $x_f=\varepsilon\cos\omega y$, with $\varepsilon$ small, and let the solute field adjust to this shape:

$$c=c_0+Be^{-px}+\varepsilon M\cos(\omega y)\,e^{-\beta x}.$$

Steady diffusion with flow requires $\beta^2-p\beta-\omega^2=0$, whose decaying solution is

$$\beta=\frac p2+\sqrt{\frac{p^2}{4}+\omega^2}.$$

The tilt of the surface enters the interface balance only at order $\varepsilon^2$. At first order, the concentration on the displaced front changes by $\varepsilon(M-pB)\cos\omega y$, and $-\partial_xc$ there changes by $\varepsilon(\beta M-p^2B)\cos\omega y$. Condition (2), divided by $D$, gives

$$(1-k)p\,(M-pB)=\beta M-p^2B\quad\Rightarrow\quad M=\frac{kp^2B}{\beta-(1-k)p}.$$

The change of interface concentration per unit displacement is then

$$M-pB=-pB\,\frac{\beta-p}{\beta-(1-k)p}<0 .$$

A bump reaches into purer liquid, whose freezing temperature is higher, and this favours its growth. If the freezing temperature falls by $m$ per unit concentration, the rise is $m|M-pB|\varepsilon$. Surface curvature lowers the freezing temperature by $\Gamma\omega^2\varepsilon$, with $\Gamma$ the capillary coefficient. Using $\omega^2=\beta(\beta-p)$, the ratio of the two effects is

$$R=\frac{mBp}{\Gamma\beta\,[\beta-(1-k)p]} .$$

It decreases as $\beta$ grows, so it is largest for long waves, where $\beta\to p$:

$$R_{\max}=\frac{mBD}{\Gamma kv}. \tag{9}$$

With $k$ and the temperature field held fixed, the front stays flat if this is below one. For short waves $\beta\to\omega$ and $R$ falls as $1/\omega^2$: capillarity wins there.

Take $m$ as 500 K per atomic fraction, $5\times10^{22}$ atoms/cm³ and $\Gamma=100$ K nm, all rough. Then $mB=500\times(2\times10^{-4})\times2.333=0.233$ K, and

$$R_{\max}=\frac{0.233\times5.0}{100\times0.30}=0.039 .$$

This is an estimate. It holds the temperature field fixed, omits its gradient (which stabilizes if the melt is hotter away from the front), and ignores the undercooling that drives a fast front. Within these limits the margin is about 25.

The estimate also holds $k$ fixed on the moving bump. By (8), a part of the front that speeds up rejects a smaller share of the solute. At first its liquid still becomes richer, because the rejection per unit time, proportional to $v(1-k)$, grows with speed. If the higher speed lasts, the layer adjusts: the liquid becomes purer and its freezing temperature rises, which favours a further gain in speed. Between steady states, with $m$ held fixed, the rise is $(mc_0/k^2)\,dk/dv\approx0.11$ K per m/s here; a change of $m$ with speed, which trapping can cause, is left out. A small $R_{\max}$ does not exclude this instability. It is suppressed if the undercooling needed to drive the front grows much faster than this with speed. Equation (9) with $B\propto(1-k)/k$ shows that the margin shrinks for slower fronts, both through $v$ and through the smaller $k$: with (8), $R_{\max}$ is 0.24 at 1 m/s and 1.5 at 0.5 m/s, passing one near 0.6 m/s. It is also proportional to $c_0$ and reaches one at 2 m/s for $c_0\approx2.6\times10^{20}$ cm⁻³, a level heavier implants attain. A real regrowth front starts from rest, so the margin of 25 belongs to this speed and concentration only; at low speed the omitted temperature gradient has to be included.

## 8. The model beside a real anneal

Melt depths of order 100 nm, front speeds of order metres per second and liquid diffusivities near $10^{-4}$ cm²/s belong to nanosecond melt annealing. The chosen $k_e=0.02$ describes a solute that the solid accepts poorly; for a dopant with $k$ near one, (3) gives only a weak layer.

Two smaller corrections can be sized. With a solid diffusivity of $10^{-11}$ cm²/s, solute spreads by 0.012 nm during the 75 ns of freezing, which is negligible beside $\delta$. If the solid has 0.90 of the liquid's density, conservation of mass makes the melt approach the front at $0.90v$, and the decay length becomes 5.56 nm. Per unit volume, the steady solid then holds $0.90c_0$, and the interface liquid $0.90c_0/k$.

The assumption most plainly broken is a uniform $c_0$, since an implanted profile varies with depth. Let the melt ahead follow a gentle ramp $f=c_0+g(x+X)$, which itself satisfies (1). Integrating (1) for $c-f$ and using the interface balance gives

$$c_S=f(0)+g\delta-\frac{d}{dX}\int_0^\infty(c-f)\,dx .$$

Once the start-up has died out, the part of the layer that changes with $X$ is the steady layer scaled to the local $f(0)$, so the last derivative is $g\delta(1-k)/k$. Hence

$$c_S=f(0)-g\,\frac{1-2k}{k}\,\delta .$$

For $k=0.30$ the solid records the ramp displaced towards the surface by $(0.40/0.30)\times5.0=6.7$ nm. If the concentration changes by 1% per nanometre, $c_S$ and the interface liquid $c_S/k$ move by about 7%. The ramp result does not cover structure as fine as the 24 nm relaxation length. A fine ripple about a uniform mean is smoothed by diffusion in the melt before most of it freezes. A single narrow peak broadens but can keep $c_S$ away from its steady value while the front passes, and (3) then gives only the scale of the layer. A front whose speed changes appreciably within the 12 ns relaxation time is also outside (3), because the layer has no time to adjust.

The numerical output below lists the values used for the two smaller corrections; the ramp was treated by algebra only.

## Values computed for the example and the checks

```
Melt diffusivity D = 1.0e-04 cm2/s
Front speed v = 2.00 m/s; melt depth = 150 nm
Far concentration c0 = 1.00e+19 cm^-3
Equilibrium k_e = 0.020; v_d = 5.0 m/s
k at this speed: formula 0.3000, time integration 0.3000
Decay length D/v = 5.000 nm; simulated 5.000 nm
Interface liquid c0/k = 3.333e+19 cm^-3
Interface liquid, simulated = 3.333e+19 cm^-3
Largest relative profile error, x < 50 nm = 1.0e-04
Steady melt at x = 0 nm: 3.333e+19 cm^-3
Steady melt at x = 5 nm: 1.858e+19 cm^-3
Steady melt at x = 10 nm: 1.316e+19 cm^-3
Steady melt at x = 20 nm: 1.043e+19 cm^-3
Layer inventory N = 1.167e+13 cm^-2
Simulated solid deficit = 1.166e+13 cm^-2
Total dose in melt = 1.500e+14 cm^-2
Freezing time = 75.0 ns; D/v^2 = 2.50 ns
Relaxation time 1/s = 11.90 ns
k = 0.30: relaxation length 23.81 nm, simulated 23.64 nm
  1 - c_S/c0 at X = 140 nm: 1.118e-03, simulated 1.146e-03
k = 0.15: relaxation length 39.22 nm, simulated 39.21 nm
  1 - c_S/c0 at X = 140 nm: 1.971e-02, simulated 1.977e-02
Same gap for k = 0.30, 1200 cells instead of 3000: 1.169e-03
Finite melt (simulated):
  first solid k*c0 = 3.00e+18 cm^-3
  c_S/c0 at half the melt depth = 0.9820
  frozen thickness where c_S/c0 reaches 0.99 = 88.8 nm
  c_S/c0 at 20 nm below the surface = 1.00
  c_S/c0 at 10 nm below the surface = 1.03
  c_S/c0 at 5 nm below the surface = 1.22
  c_S/c0 at 2 nm below the surface = 1.92
  dose in top 10 nm = 2.16e+13 cm^-2
  same 10 nm at uniform c0 = 1.00e+13 cm^-2
Other neglected effects:
  v = 1.5 m/s: k = 0.246, c0/k = 4.06e+19 cm^-3, D/v = 6.67 nm
  v = 2.5 m/s: k = 0.347, c0/k = 2.88e+19 cm^-3, D/v = 4.00 nm
  c0/k_e (no trapping) = 5.00e+20 cm^-3
  solid diffusivity assumed = 1.0e-11 cm2/s
  spread in solid over freezing time = 0.0122 nm
  solid/liquid density ratio assumed = 0.90
  decay length with that ratio = 5.56 nm
  atomic density assumed = 5.0e+22 cm^-3
  liquidus slope assumed = 500 K/atomic fraction
  capillary coefficient assumed = 100 K nm
  liquidus shift across layer m*B = 0.233 K
  largest solute drive / capillary restoring = 0.0389
```
